# Magnetic-dipole and two-photon decay of the hydrogen-like 2S state, part 1

(Sections cited here and not found follow in the second part.)

A hydrogen-like ion left in its 2S state has few ways to reach the ground state. The states $2S_{1/2}$ and $1S_{1/2}$ have the same parity, so a single electric-dipole photon cannot connect them, and two states of angular momentum $\tfrac12$ can be connected only by a photon of angular momentum 1. One photon must therefore be magnetic dipole (M1). The competing route is the emission of two electric-dipole photons (2E1), which share the transition energy and give a continuum instead of a line. In hydrogen the continuum dominates overwhelmingly. The M1 rate grows much faster with the nuclear charge $Z$, and the questions are why it is so small, how large it is, and at what $Z$ the line overtakes the continuum.

## Conventions and assumptions

Units are $\hbar=c=m=1$, with $m$ the electron mass. Energies are in $mc^2$, lengths in $\hbar/mc$, rates in $mc^2/\hbar=7.763441\times10^{20}\ \mathrm{s^{-1}}$. Fields are in Heaviside–Lorentz form, so the electron charge $e<0$ obeys $e^2=4\pi\alpha$ with $\alpha=7.2973526\times10^{-3}$. The expansion parameter is $x=Z\alpha$.

(A1) One electron moves in $V=-x/r$, the field of a point nucleus of infinite mass and zero spin, with $x<\sqrt3/2$.

(A2) The photon field is treated in the lowest order that gives each process: first order for one photon, second order for two. Radiative corrections are left out.

(A3) The field is in the Coulomb gauge, $\mathbf A=\sum_{\mathbf k,\boldsymbol\epsilon}(2k\mathcal V)^{-1/2}\left[a\,\boldsymbol\epsilon\,e^{i\mathbf k\cdot\mathbf r}+a^\dagger\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}\right]$ in a volume $\mathcal V$, with $\boldsymbol\epsilon\cdot\mathbf k=0$. The relativistic electron has $H=\boldsymbol\alpha\cdot(\mathbf p-e\mathbf A)+\beta+V$. The nonrelativistic electron has the Pauli Hamiltonian $H=\tfrac12(\mathbf p-e\mathbf A)^2-\tfrac e2\boldsymbol\sigma\cdot\mathbf B+V$.

Label 1 denotes 1S, label 2 denotes 2S, and $\omega=E_2-E_1$. The Schrödinger radial functions, normalized to $\int R_n^2r^2dr=1$ and positive at the origin, are, with $\rho=xr$,
$$R_1=2x^{3/2}e^{-\rho},\qquad R_2=\frac{x^{3/2}}{\sqrt2}\Big(1-\frac\rho2\Big)e^{-\rho/2},$$
with energies $\varepsilon_1=-x^2/2$, $\varepsilon_2=-x^2/8$, so that $\omega_0=\varepsilon_2-\varepsilon_1=3x^2/8$. The symbol $\langle O\rangle_S$ means $\int R_1\,O\,R_2\,r^2dr$. The spherical Bessel functions are
$$j_0(z)=\frac{\sin z}{z},\qquad j_1(z)=-j_0'(z)=\sum_{k\ge0}\frac{(-1)^k(2k+2)}{(2k+3)!}z^{2k+1}=\frac z3-\frac{z^3}{30}+\frac{z^5}{840}-\dots$$

## Theorem

Under (A1)–(A3):

(a) In Pauli theory the one-photon 2S→1S amplitude vanishes in the long-wavelength limit $e^{-i\mathbf k\cdot\mathbf r}\to1$. With the exponential retained it does not vanish; it is of order $x^4$ and equals $-\tfrac12$ times the leading Dirac amplitude.

(b) In Dirac theory the one-photon rate is exactly $\Gamma_{M1}=4\alpha\omega R^2$, where $R=\int(g_1f_2+f_1g_2)\,j_1(\omega r)\,r^2dr$ is built from the large and small radial components, and
$$R=-\frac{\omega_0}{6}\langle p^2\rangle_S\,[1+O(x^2)]=-\frac{\sqrt2}{54}x^4\,[1+O(x^2)],\qquad \Gamma_{M1}=\frac{\alpha x^{10}}{972}\,[1+O(x^2)].$$
In ordinary units the leading rate is $m\alpha(Z\alpha)^{10}c^2/(972\hbar)=2.4958\times10^{-6}Z^{10}\ \mathrm{s^{-1}}$.

(c) In Pauli theory at leading order in $x$, $\Gamma_{2E1}=C\alpha^2x^6=8.229\,Z^6\ \mathrm{s^{-1}}$ with $C=1.318223\times10^{-3}$.

(d) The two leading-order rates are equal at $x^4=972\,\alpha C$, which is $Z=42.6$. With the exact Dirac M1 rate and the leading 2E1 rate they are equal at $Z=41.5$. The relative $O(x^2)$ correction to $\Gamma_{2E1}$ is not derived here, and if its coefficient is of order one it moves the crossing by about one unit of $Z$.

## Lemma 1 (one-photon rate and two averages)

Write the emission matrix element as $\langle f;\mathbf k\boldsymbol\epsilon|H_{\rm int}|i\rangle=-e\,(2k\mathcal V)^{-1/2}M$. Then:

(i) $\dfrac{d\Gamma}{d\Omega}=\dfrac{\alpha\omega}{2\pi}\sum_{f,\boldsymbol\epsilon}|M|^2$.

(ii) The averages over the direction $\hat{\mathbf r}$ are $\overline{e^{-i\mathbf k\cdot\mathbf r}}=j_0(kr)$ and $\overline{\hat{\mathbf r}\,e^{-i\mathbf k\cdot\mathbf r}}=-i\,j_1(kr)\,\hat{\mathbf k}$.

(iii) If $M=i\,\boldsymbol\epsilon^*\cdot(\hat{\mathbf k}\times\boldsymbol\sigma_{fi})\,R$ with $\boldsymbol\sigma_{fi}=\chi_f^\dagger\boldsymbol\sigma\chi_i$ and $R$ real, then $\Gamma=4\alpha\omega R^2$ for either initial spin.

*Proof.* (i) The golden rule with $\sum_{\mathbf k}\to\mathcal V\int d^3k/(2\pi)^3$ gives
$$\Gamma=\sum_{f,\boldsymbol\epsilon}\int\frac{k^2dk\,d\Omega}{8\pi^3}\;2\pi\,\delta(\omega-k)\,\frac{4\pi\alpha}{2k}|M|^2 ,$$
and $\omega^2\cdot2\pi\cdot4\pi\alpha/(8\pi^3\cdot2\omega)=\alpha\omega/2\pi$.

(ii) With the polar axis along $\mathbf k$, $\tfrac12\int_{-1}^1e^{-ikru}du=\sin(kr)/kr$. The gradient of this equation with respect to $\mathbf k$ is $-ir\,\overline{\hat{\mathbf r}e^{-i\mathbf k\cdot\mathbf r}}=r\,j_0'(kr)\hat{\mathbf k}=-r\,j_1(kr)\hat{\mathbf k}$. Division by $-ir$ gives $j_1\hat{\mathbf k}/i=-ij_1\hat{\mathbf k}$.

(iii) The vector $\mathbf v=\hat{\mathbf k}\times\boldsymbol\sigma_{fi}$ is perpendicular to $\mathbf k$, and the two polarization vectors span that plane, so $\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon^*\cdot\mathbf v|^2=|\mathbf v|^2$. Completeness of the final spins turns $\sum_f|\mathbf v|^2$ into the expectation value of
$$(\hat{\mathbf k}\times\boldsymbol\sigma)\cdot(\hat{\mathbf k}\times\boldsymbol\sigma)=\epsilon_{jab}\epsilon_{jcd}\hat k_a\sigma_b\hat k_c\sigma_d=\boldsymbol\sigma\cdot\boldsymbol\sigma-(\hat{\mathbf k}\cdot\boldsymbol\sigma)^2=3-1=2 .$$
Hence $d\Gamma/d\Omega=(\alpha\omega/2\pi)\,2R^2$, independent of direction, and the solid angle $4\pi$ gives $4\alpha\omega R^2$. ∎

## Lemma 2 (Schrödinger integrals)

$$\langle1\rangle_S=0,\qquad\langle r^{-1}\rangle_S=\frac{4\sqrt2}{27}x,\qquad\langle r^2\rangle_S=-\frac{512\sqrt2}{243\,x^2},\qquad\langle p^2\rangle_S=\int R_1'R_2'\,r^2dr=\frac{8\sqrt2}{27}x^2 .$$

*Proof.* The product is $R_1R_2=\sqrt2\,x^3(1-\rho/2)e^{-3\rho/2}$, and $\int_0^\infty\rho^ne^{-3\rho/2}d\rho=n!\,(2/3)^{n+1}$. Then
$$\langle1\rangle_S=\sqrt2\Big[2\cdot\frac8{27}-\frac12\cdot6\cdot\frac{16}{81}\Big]=\sqrt2\Big[\frac{16}{27}-\frac{16}{27}\Big]=0,$$
$$\langle r^{-1}\rangle_S=\sqrt2\,x\Big[\frac49-\frac12\cdot2\cdot\frac8{27}\Big]=\sqrt2\,x\,\frac{12-8}{27},$$
$$\langle r^2\rangle_S=\frac{\sqrt2}{x^2}\Big[24\cdot\frac{32}{243}-\frac12\cdot120\cdot\frac{64}{729}\Big]=\frac{\sqrt2}{x^2}\,\frac{768-1280}{243}.$$
On a spherical function $p^2R_2=-r^{-2}(r^2R_2')'$, and one integration by parts, whose boundary term $r^2R_1R_2'$ vanishes at both ends, gives $\langle p^2\rangle_S=\int R_1'R_2'r^2dr$. The Schrödinger equation $p^2R_2=2(\varepsilon_2+x/r)R_2$ and $\langle1\rangle_S=0$ give $\langle p^2\rangle_S=2x\langle r^{-1}\rangle_S$. ∎

## Lemma 3 (the Pauli amplitude)

In Pauli theory $M$ has the form of Lemma 1(iii) with $R\to R_P=\tfrac{\omega_0}{2}\langle j_0(\omega_0r)\rangle_S$, and $R_P=+\tfrac{\sqrt2}{108}x^4[1+O(x^2)]$.

*Proof.* The states are $R_n\chi/\sqrt{4\pi}$. The term $e^2\mathbf A^2/2$ changes the photon number by 0 or 2 and does not contribute. Since $\boldsymbol\epsilon\cdot\mathbf k=0$, $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and the terms linear in the field are $-e\mathbf A\cdot\mathbf p-\tfrac e2\boldsymbol\sigma\cdot\mathbf B$.

For the orbital term, $\mathbf pR_2=-i\hat{\mathbf r}R_2'$, so that
$$M_{\rm orb}=-i\,\delta_{fi}\int R_1R_2'\;\boldsymbol\epsilon^*\cdot\overline{\hat{\mathbf r}e^{-i\mathbf k\cdot\mathbf r}}\;r^2dr .$$
By Lemma 1(ii) this is proportional to $\boldsymbol\epsilon^*\cdot\hat{\mathbf k}=0$, for every wavelength. The convection current between two S states is radial, and a radial current of spherical symmetry has no transverse Fourier component.

For the spin term, $\nabla\times(\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r})=-i\,\mathbf k\times\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}$. After removal of the factor $-e(2k\mathcal V)^{-1/2}$ the operator is $-\tfrac{ik}{2}\boldsymbol\sigma\cdot(\hat{\mathbf k}\times\boldsymbol\epsilon^*)e^{-i\mathbf k\cdot\mathbf r}$. The cyclic property of the triple product gives $\boldsymbol\sigma\cdot(\hat{\mathbf k}\times\boldsymbol\epsilon^*)=\boldsymbol\epsilon^*\cdot(\boldsymbol\sigma\times\hat{\mathbf k})=-\boldsymbol\epsilon^*\cdot(\hat{\mathbf k}\times\boldsymbol\sigma)$, so
$$M=i\,\boldsymbol\epsilon^*\cdot(\hat{\mathbf k}\times\boldsymbol\sigma_{fi})\;\frac{\omega_0}2\langle j_0(\omega_0r)\rangle_S .$$
With $j_0(z)=1-z^2/6+O(z^4)$ and Lemma 2,
$$R_P=\frac{\omega_0}2\langle1\rangle_S-\frac{\omega_0^3}{12}\langle r^2\rangle_S+\dots=0+\frac1{12}\cdot\frac{27x^6}{512}\cdot\frac{512\sqrt2}{243x^2}+\dots=\frac{\sqrt2}{108}x^4+\dots$$
The next term carries two more powers of $\omega_0r\sim x^2\cdot x^{-1}=x$ and is of order $x^6$. ∎

*Remark 1.* The long-wavelength M1 operator is $\tfrac e2(\mathbf L+\boldsymbol\sigma)$. Neither $\mathbf L$ nor $\boldsymbol\sigma$ acts on the radial function, so its matrix element is proportional to the overlap $\langle1\rangle_S$. This zero holds for any two S levels of any central, spin-independent potential, and for any value of the spin $g$ factor. An allowed M1 transition of the same frequency would have $R=\omega_0/2\sim x^2$. The retardation term is smaller by $x^2$, which is also the size of $v^2/c^2$ in the ion. The Pauli Hamiltonian omits terms of that relative order, so $R_P$ is incomplete and cannot be used as the amplitude.

## Lemma 4 (Dirac S states)

The spinor
$$\psi=\frac1{\sqrt{4\pi}}\begin{pmatrix}g\,\chi\\ i f\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\end{pmatrix}$$
with real $g(r),f(r)$ and a constant two-spinor $\chi$ solves the Dirac equation if
$$g'=-(E-V+1)f,\qquad f'+\frac{2f}r=(E-V-1)g.\tag{1}$$
For $V=-x/r$, with $\gamma=\sqrt{1-x^2}$, $\lambda=\sqrt{1-E^2}$, $G=rg=r^\gamma e^{-\lambda r}\sum a_kr^k$ and $F=rf=r^\gamma e^{-\lambda r}\sum b_kr^k$:

1S: $E_1=\gamma$, $\lambda_1=x$, $b_0/a_0=x/(1+\gamma)$.

2S: $E_2=\sqrt{(1+\gamma)/2}$, $\lambda_2=x/\sqrt{2(1+\gamma)}$, $b_0/a_0=x/(1+\gamma)$, and with $u=\lambda_2a_0-(E_2+1)b_0$, $v=-\lambda_2u/(E_2+1)$,
$$a_1=\frac{(\gamma+2)u-xv}{2\gamma+1},\qquad b_1=\frac{\gamma v+xu}{2\gamma+1}.$$
As $x\to0$ at fixed $\rho=xr$, $g_n\to R_n$ and $f_n\to-R_n'/2$. Every integral $\int G_aG_br^pdr$, $\int G_aF_br^pdr$, $\int F_aF_br^pdr$ equals $x^{-p}$, $x^{1-p}$, $x^{2-p}$ respectively times a function analytic in $x^2$ at $x=0$, whose value there is given by these limits.

*Proof.* In the standard representation the Dirac equation for upper and lower spinors $\phi,\eta$ reads $\boldsymbol\sigma\cdot\mathbf p\,\phi=(E-V+1)\eta$ and $\boldsymbol\sigma\cdot\mathbf p\,\eta=(E-V-1)\phi$. First, $\boldsymbol\sigma\cdot\mathbf p\,g\chi=-ig'\boldsymbol\sigma\cdot\hat{\mathbf r}\chi$, and equating this to $(E-V+1)\,if\,\boldsymbol\sigma\cdot\hat{\mathbf r}\chi$ gives the first equation. Second, with $\sigma_j\sigma_k=\delta_{jk}+i\epsilon_{jkl}\sigma_l$,
$$\boldsymbol\sigma\cdot\mathbf p\,(if\boldsymbol\sigma\cdot\hat{\mathbf r})=\sigma_j\sigma_k\partial_j(f\hat r_k)=\nabla\cdot(f\hat{\mathbf r})+i\boldsymbol\sigma\cdot\nabla\times(f\hat{\mathbf r})=f'+\frac{2f}r,$$
because a radial field $f(r)\hat{\mathbf r}$ has no curl. Since $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, the normalization is $\int(G^2+F^2)dr=1$.

Multiplied by $r$, (1) becomes $G'-G/r=-(E+1+x/r)F$ and $F'+F/r=(E-1+x/r)G$. The coefficient of $r^{\gamma+k-1}e^{-\lambda r}$ gives
$$(\gamma+k-1)a_k+xb_k=u_k,\qquad -xa_k+(\gamma+k+1)b_k=v_k,$$
with $u_k=\lambda a_{k-1}-(E+1)b_{k-1}$ and $v_k=\lambda b_{k-1}+(E-1)a_{k-1}$. Because $\lambda^2=(1-E)(1+E)$, one has $v_k=-\lambda u_k/(E+1)$. At $k=0$ the right sides vanish and the determinant condition is $\gamma^2-1+x^2=0$. For $x<\sqrt3/2$ one has $\sqrt{1-x^2}>\tfrac12$, the negative root makes $\int G^2dr$ diverge at the origin, and the positive root is forced. Then $b_0/a_0=(1-\gamma)/x=x/(1+\gamma)$.

The series stops at $k=N$ if $u_{N+1}=0$, that is $b_N=\lambda a_N/(E+1)$. The combination $\lambda u_N+(E+1)v_N=0$ reads
$$\lambda[(\gamma+N-1)a_N+xb_N]+(E+1)[(\gamma+N+1)b_N-xa_N]=0.$$
Inserting $b_N$ and dividing by $a_N$ gives $2\lambda(\gamma+N)+x(1-E)-x(1+E)=0$, or $\lambda(\gamma+N)=xE$, so $E^2=(\gamma+N)^2/[(\gamma+N)^2+x^2]$. For $N=0$ the denominator is 1, $E=\gamma$, $\lambda=x$, and the stopping condition $b_0/a_0=x/(1+\gamma)$ agrees with the value found above. For $N=1$ the denominator is $2+2\gamma$, $E^2=(1+\gamma)/2$ and $\lambda^2=(1-\gamma)/2=x^2/[2(1+\gamma)]$. The displayed relation is one linear equation for $b_1/a_1$ with a nonzero coefficient of $b_1$, so at this energy it enforces the stopping condition. The $k=1$ system has determinant $\gamma(\gamma+2)+x^2=2\gamma+1$, and Cramer's rule gives $a_1,b_1$.

The quantities $\gamma$, $E_n$, $\lambda_n/x$, $b_0/(xa_0)$, $u/(xa_0)$ and $v/(x^2a_0)$ are analytic in $x^2$, and therefore so are $a_1/(xa_0)$ and $b_1/(x^2a_0)$. At $x\to0$, $u/a_0\to x/2-x=-x/2$ and $v/a_0\to x^2/8$, so $a_1/a_0\to-x/2$ and $b_1/a_0\to(x^2/8-x^2/2)/3=-x^2/8$. Thus $g_2\propto(1-\rho/2)e^{-\rho/2}$, which has the shape of $R_2$, and $f_2\propto(x/2-x\rho/8)e^{-\rho/2}$, which is $-g_2'/2$. For 1S, $g_1\propto e^{-\rho}$ and $f_1\propto(x/2)e^{-\rho}=-g_1'/2$. The small component adds only $O(x^2)$ to the norm, so with $a_0>0$ the limits are $R_n$. These limits identify the two solutions as 1S and 2S. Each integral is a finite sum of terms
$$\int_0^\infty r^{2\gamma+s}e^{-\Lambda r}dr=\frac{\Gamma(2\gamma+s+1)}{\Lambda^{2\gamma+s+1}},\tag{2}$$
with $\Lambda$ the sum of the two exponents. The factor $x^{-2\gamma-1}$ cancels against the normalization constants, and what remains is a power of $x$ times Gamma functions and powers of $\Lambda/x$, all analytic in $x^2$. ∎

## Lemma 5 (exact reduction of the Dirac amplitude)

With $S=g_1f_2+f_1g_2$ and $D=g_1f_2-f_1g_2$, the amplitude is $M=i\,\boldsymbol\epsilon^*\cdot(\hat{\mathbf k}\times\boldsymbol\sigma_{fi})R$ with $R=\int S\,j_1(\omega r)\,r^2dr$.

*Proof.* The interaction is $-e\boldsymbol\alpha\cdot\mathbf A$, so $M=\int\psi_1^\dagger\,\boldsymbol\alpha\cdot\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}\psi_2\,d^3r$. The matrix $\alpha_j$ has $\sigma_j$ in its off-diagonal blocks, and the adjoint of the lower spinor of $\psi_1$ is $-if_1\chi_f^\dagger\boldsymbol\sigma\cdot\hat{\mathbf r}$. Hence
$$4\pi\,\psi_1^\dagger\alpha_j\psi_2=\chi_f^\dagger\left[i\,g_1f_2\;\sigma_j\,\boldsymbol\sigma\cdot\hat{\mathbf r}-i\,f_1g_2\;\boldsymbol\sigma\cdot\hat{\mathbf r}\,\sigma_j\right]\chi_i .$$
The product rule for Pauli matrices gives $\sigma_j\,\boldsymbol\sigma\cdot\hat{\mathbf r}=\hat r_j+i\epsilon_{jkl}\hat r_k\sigma_l=\hat r_j+i(\hat{\mathbf r}\times\boldsymbol\sigma)_j$, and in the reverse order $\hat r_j-i(\hat{\mathbf r}\times\boldsymbol\sigma)_j$. The terms in $\hat r_j$ combine to $iD$. The terms in $\hat{\mathbf r}\times\boldsymbol\sigma$ have the coefficients $i\cdot i\,g_1f_2=-g_1f_2$ and $(-i)(-i)f_1g_2=-f_1g_2$. Therefore
$$4\pi\,\psi_1^\dagger\boldsymbol\alpha\psi_2=\chi_f^\dagger\left[iD\,\hat{\mathbf r}-S\,\hat{\mathbf r}\times\boldsymbol\sigma\right]\chi_i .$$
By Lemma 1(ii), the angular average replaces $\hat{\mathbf r}e^{-i\mathbf k\cdot\mathbf r}$ by $-ij_1\hat{\mathbf k}$. The $D$ term becomes parallel to $\hat{\mathbf k}$ and is removed by $\boldsymbol\epsilon^*$. The $S$ term becomes $+iSj_1\,\hat{\mathbf k}\times\boldsymbol\sigma$. ∎

*Remark 2.* No multipole expansion was made. The whole amplitude has the structure $\boldsymbol\sigma\cdot(\mathbf k\times\boldsymbol\epsilon^*)$ of a moment coupled to the magnetic field of the photon, which shows directly that M1 is the only one-photon channel. Its phase convention is that of Lemma 3, so $R$ and $R_P$ can be compared with their signs.

## Lemma 6 (exact radial identities)

Let two solutions of (1) have energies $E_1\ne E_2$ in the same central potential, with boundary terms vanishing at $0$ and $\infty$. Write $\langle gg\rangle=\int g_1g_2r^2dr$, $\langle ff\rangle=\int f_1f_2r^2dr$, $\langle r^2\rangle=\int(g_1g_2+f_1f_2)r^4dr$. Then
$$\langle gg\rangle=-\langle ff\rangle,\qquad\int Dr^3dr=-\frac\omega2\langle r^2\rangle,\qquad I\equiv\int Sr^3dr=-2\langle ff\rangle+\frac{\omega^2}4\langle r^2\rangle .$$

*Proof.* Distribute the derivative of $D$ and use (1):
$$D'+\frac{2D}r=g_1'f_2+g_1\Big(f_2'+\frac{2f_2}r\Big)-\Big(f_1'+\frac{2f_1}r\Big)g_2-f_1g_2'$$
$$=-(E_1-V+1)f_1f_2+(E_2-V-1)g_1g_2-(E_1-V-1)g_1g_2+(E_2-V+1)f_1f_2 .$$
The potential and the mass cancel, leaving $(r^2D)'=\omega r^2(g_1g_2+f_1f_2)$, the continuity equation for the transition density. In the Coulomb case the two states share the ratio $b_0/a_0$, so the terms of $r^2D$ in $r^{2\gamma}$ cancel and $r^2D\sim r^{2\gamma+1}$ at the origin. It decays exponentially at large $r$, so integration over $r$ gives $\langle gg\rangle+\langle ff\rangle=0$. Integration by parts gives $\int r\,(r^2D)\,dr=-\int\tfrac{r^2}2(r^2D)'dr=-\tfrac\omega2\langle r^2\rangle$.

Next, (1) gives
$$(g_1g_2)'=-(E_1-V+1)f_1g_2-(E_2-V+1)g_1f_2,$$
$$r^{-4}(r^4f_1f_2)'=\Big(f_1'+\frac{2f_1}r\Big)f_2+f_1\Big(f_2'+\frac{2f_2}r\Big)=(E_1-V-1)g_1f_2+(E_2-V-1)f_1g_2 .$$
In the sum, $g_1f_2$ has the coefficient $E_1-E_2-2=-\omega-2$ and $f_1g_2$ has $E_2-E_1-2=\omega-2$. The potential cancels again:
$$(g_1g_2)'+r^{-4}(r^4f_1f_2)'=-2S-\omega D .$$
Multiply by $r^3$ and integrate. By parts, $\int r^3(g_1g_2)'dr=-3\langle gg\rangle$, and $\int r^{-1}(r^4f_1f_2)'dr=+\int r^{-2}r^4f_1f_2dr=\langle ff\rangle$; the boundary terms behave as $r^{2\gamma+1}$. Thus
$$-3\langle gg\rangle+\langle ff\rangle=-2I-\omega\int Dr^3dr.\tag3$$
The left side is $4\langle ff\rangle$ and the last term is $+\tfrac{\omega^2}2\langle r^2\rangle$. Solving for $I$ gives the statement. ∎

The Pauli amplitude has been shown to vanish at long wavelength and to be of order $x^4$ with retardation, and the Dirac amplitude has been reduced exactly to a radial integral $R$, with exact identities for evaluating it. It remains to find the leading value of $R$ and the M1 rate, to derive the two-photon rate, and to locate the $Z$ at which the two are equal.

All numerical values are calculated from the stated model.
